# The cross-effect three-spin coupling at electron–nuclear frequency matching

## What symmetry and dimensions fix

Two electron spins $a$ and $b$ exchange their orientations while a nuclear spin flips. Let $K$ measure the electron–electron flip-flop coupling and let the complex number $B_+$ measure the pseudosecular hyperfine coupling, which ties an electron's $S_z$ to the transverse nuclear spin. All couplings and energies below are ordinary frequencies, $H/h$.

Let $V$ be the matrix element for the triple flip. Three arguments restrict it.

- Reversing the sign of the state in which $a$ is up and $b$ is down changes $K$ to $-K$ and $V$ to $-V$. So $V$ is odd in $K$.
- Rotating the nuclear axes about the field by an angle $\chi$ multiplies $B_+$ and $V$ by the same phase $e^{i\chi}$. So $V$ is proportional to $B_+$ at lowest order.
- $V$ is a frequency. The mean electron frequency shifts both electron states equally, so it drops out once terms that change the total electron $S_z$ are neglected. When the electron frequency difference equals the nuclear frequency $\nu_n$, and all couplings are small, $\nu_n$ is the one large frequency left.

Hence, at leading order,

$$V=c\,\frac{K B_+}{\nu_n}.$$

The pure number $c$ must be calculated. It could still vanish, since two routes lead to the triple flip and they might cancel.

## The simple case: one electron touches the nucleus

Take a spin-1/2 nucleus with positive gyromagnetic ratio, so its Zeeman term is $-\nu_nI_z$ with $\nu_n>0$. The electron frequencies are $\nu_a$ and $\nu_b$, with $\Delta=\nu_a-\nu_b>0$. In high field, terms that change the total electron $S_z$ cost an energy near once or twice the electron frequency and are dropped. The electron–electron part that remains is

$$H_{ee}=d\left[S_{az}S_{bz}-\tfrac14(S_a^+S_b^-+S_a^-S_b^+)\right]+J\,\mathbf S_a\cdot\mathbf S_b ,$$

where $d$ is the secular dipolar constant and $J$ the exchange constant. Write $\alpha,\beta$ for electron spin up and down. The dipolar term connects $|\alpha\beta\rangle$ and $|\beta\alpha\rangle$ with $-d/4$. The exchange term contains $\tfrac J2(S_a^+S_b^-+S_a^-S_b^+)$ and connects them with $J/2$. The sum is

$$\frac J2-\frac d4=\frac K2,\qquad K=J-\frac d2 .$$

The $S_{az}S_{bz}$ terms shift both states equally and can be omitted.

For the nucleus, start with the hyperfine term $B\,S_{az}I_x$, with real $B>0$ and no coupling to electron $b$. In the space of $|\alpha\beta\rangle$ and $|\beta\alpha\rangle$ let $\sigma_z=+1$ and $-1$ respectively. Then $S_{az}=\sigma_z/2$, $S_{bz}=-\sigma_z/2$, and

$$H=\frac\Delta2\sigma_z+\frac K2\sigma_x-\nu_nI_z+\frac B2\sigma_zI_x .$$

The four basis states and their diagonal energies are

- $|1\rangle=|\alpha\beta,\uparrow\rangle$: $E_1=(\Delta-\nu_n)/2$
- $|2\rangle=|\alpha\beta,\downarrow\rangle$: $E_2=(\Delta+\nu_n)/2$
- $|3\rangle=|\beta\alpha,\uparrow\rangle$: $E_3=-(\Delta+\nu_n)/2$
- $|4\rangle=|\beta\alpha,\downarrow\rangle$: $E_4=-(\Delta-\nu_n)/2$

At $\Delta=\nu_n$ states 1 and 4 are degenerate: the energy released by the electron exchange is the energy the nucleus takes up. No single term of $H$ flips both $\sigma$ and $I$, so $H_{41}=0$. The nonzero off-diagonal elements are

$$H_{21}=\frac B4,\qquad H_{43}=-\frac B4,\qquad H_{42}=H_{31}=\frac K2 .$$

To find the indirect coupling, eliminate the amplitudes $c_2,c_3$ from $Hc=Ec$. Their equations are

$$(E-E_2)c_2=H_{21}c_1+H_{24}c_4,\qquad (E-E_3)c_3=H_{31}c_1+H_{34}c_4 ,$$

with no direct coupling between 2 and 3. Inserting them in the equation for $c_4$ gives the coefficient of $c_1$:

$$V=\frac{H_{42}H_{21}}{E-E_2}+\frac{H_{43}H_{31}}{E-E_3}.$$

For weak couplings $E$ may be replaced by the pair energy, zero at matching. Then $E-E_2=-\nu_n$ and $E-E_3=+\nu_n$, so

$$V=\frac{(K/2)(B/4)}{-\nu_n}+\frac{(-B/4)(K/2)}{\nu_n}=-\frac{KB}{4\nu_n}.$$

Thus $c=-1/4$. The hyperfine element has opposite signs on the two routes, and so do the energy denominators; the two contributions therefore add.

**Limit: equal hyperfine couplings.** Give electron $b$ the same coupling $B$. The hyperfine term becomes $B(S_{az}+S_{bz})I_x$, which is zero in both $|\alpha\beta\rangle$ and $|\beta\alpha\rangle$. The triple flip disappears from the secular Hamiltonian. The relevant quantity must therefore be a difference of hyperfine couplings.

## Both electrons, any phase, and a secular hyperfine term

The general secular hyperfine interaction is

$$\sum_{i=a,b}S_{iz}(A_iI_z+B_{x,i}I_x+B_{y,i}I_y).$$

Since $S_{bz}=-S_{az}$ in our space, it becomes $\tfrac12\sigma_z(AI_z+B_xI_x+B_yI_y)$, with $A=A_a-A_b$, $B_x=B_{x,a}-B_{x,b}$ and $B_y=B_{y,a}-B_{y,b}$. Define $B_+=B_x+iB_y$ and $B=|B_+|$. From $I_x=(I_++I_-)/2$ and $I_y=(I_+-I_-)/(2i)$,

$$B_xI_x+B_yI_y=\tfrac12(B_+^*I_++B_+I_-),$$

so $H_{21}=B_+/4$ and $H_{43}=-B_+/4$.

The secular term adds $A/4$ to $E_1$ and $E_4$, and $-A/4$ to $E_2$ and $E_3$. The pair stays degenerate at $\Delta=\nu_n$, now with energy $A/4$. The denominators become

$$E-E_2=-(\nu_n-A/2),\qquad E-E_3=\nu_n+A/2 ,$$

and therefore

$$V=-\frac{KB_+}{8}\left[\frac1{\nu_n-A/2}+\frac1{\nu_n+A/2}\right]=-\frac{KB_+}{4}\,\frac{\nu_n}{\nu_n^2-A^2/4}.$$

For $|A|\ll\nu_n$ this is the central result,

$$\boxed{V=\langle\beta\alpha,\downarrow|H_{\rm eff}|\alpha\beta,\uparrow\rangle=-\frac{KB_+}{4\nu_n}},$$

or, as an operator, $H_{\rm eff}=V S_a^-S_b^+I^-+\text{h.c.}$ The eliminated states also shift the two levels slightly, which moves the matching point away from $\Delta=\nu_n$; the shift is calculated in the next section. At the true matching point the two levels, coupled by $V$, separate by

$$g=2|V|=\frac{|K|B}{2\nu_n}.$$

The same formulas hold in angular frequencies if every quantity is converted, since numerator and denominator differ by one power of frequency.

**Second case: $\Delta=-\nu_n$.** Exchanging the labels $a$ and $b$ reverses $\Delta$ and $B_+$ but leaves $K$ unchanged. The coupled pair is then $|\beta\alpha,\uparrow\rangle$ and $|\alpha\beta,\downarrow\rangle$, with $\langle\alpha\beta,\downarrow|H_{\rm eff}|\beta\alpha,\uparrow\rangle=+KB_+/(4\nu_n)$. The size is the same, and the nucleus flips in the opposite sense for a given electron exchange.

## How far perturbation theory can be trusted

For $A=0$ the four-level problem has a closed solution. Rotate the nuclear axes so that $B_+=B$, write $I_k=\tau_k/2$ with Pauli matrices $\tau_k$, and set $b_0=B/2$:

$$2H=\Delta\sigma_z+K\sigma_x-\nu_n\tau_z+b_0\sigma_z\tau_x .$$

On squaring, anticommuting pairs of terms drop out and commuting pairs count twice. With $W^2=\nu_n^2+B^2/4$,

$$4H^2=\Delta^2+K^2+W^2+2M,$$
$$M=-\Delta\nu_n\sigma_z\tau_z+\Delta b_0\tau_x-K\nu_n\sigma_x\tau_z .$$

The three terms of $M$ anticommute with one another, so $M^2=R^2$ with

$$R^2=\Delta^2\nu_n^2+\Delta^2b_0^2+K^2\nu_n^2=\Delta^2W^2+K^2\nu_n^2 .$$

Since $M$ is traceless, $+R$ and $-R$ each occur twice, and

$$4E^2=\Delta^2+K^2+W^2\pm2R .$$

$H$ is traceless too. As the two values of $E^2$ differ, this requires both signs of $E$ for each. The two inner levels are thus separated by $g(\Delta)$, where

$$g^2(\Delta)=\Delta^2+K^2+W^2-2\sqrt{\Delta^2W^2+K^2\nu_n^2}.$$

Differentiating with respect to $\Delta^2$ gives $1-W^2/R=0$, or $R=W^2$. This is a minimum because $-2R$ is convex in $\Delta^2$. Solving for $\Delta$,

$$\Delta_0^2=W^2-\frac{K^2\nu_n^2}{W^2},$$

which needs $|K|\nu_n<W^2$ for a matching point at positive $\Delta$. Substitution gives

$$g^2=\Delta_0^2+K^2-W^2=K^2\,\frac{W^2-\nu_n^2}{W^2},\qquad g=\frac{|K|B}{2\sqrt{\nu_n^2+B^2/4}} .$$

**Limit $B\ll\nu_n$.** The splitting returns to $|K|B/(2\nu_n)$. If $|K|\ll\nu_n$ as well, expanding $\Delta_0$ gives

$$\Delta_0\approx\nu_n+\frac{B^2}{8\nu_n}-\frac{K^2}{2\nu_n}.$$

The hyperfine coupling raises the matching point and the electron–electron coupling lowers it. When $B\ll|K|$ the last term dominates, and matching occurs near $\sqrt{\Delta_0^2+K^2}=\nu_n$. The left side is the true splitting of the coupled electron pair, so in this case that splitting, and not the bare $\Delta$, must match $\nu_n$.

**Limit $B\gg\nu_n$.** The splitting saturates at $|K|$. It cannot grow indefinitely with the hyperfine coupling, as the perturbative formula would suggest.

## Strong hyperfine coupling with $A\neq0$

A geometrical picture explains the saturation and includes $A$, at first order in $K$. For $K=0$ the nucleus has a separate Hamiltonian in each electron state:

$$|\alpha\beta\rangle:\ -(\nu_n-\tfrac A2)I_z+\tfrac B2I_x,\qquad |\beta\alpha\rangle:\ -(\nu_n+\tfrac A2)I_z-\tfrac B2I_x .$$

Their level splittings are $\nu_{1,2}=\sqrt{(\nu_n\mp A/2)^2+B^2/4}$. The lower nuclear level in $|\alpha\beta\rangle$ meets the upper one in $|\beta\alpha\rangle$ when

$$\frac\Delta2-\frac{\nu_1}2=-\frac\Delta2+\frac{\nu_2}2,\qquad\text{so}\qquad \Delta=\frac{\nu_1+\nu_2}2 .$$

For $|A|<2\nu_n$ define the tilt angles by

$$\tan\phi_1=\frac{B/2}{\nu_n-A/2},\qquad \tan\phi_2=\frac{B/2}{\nu_n+A/2}.$$

The lower state in $|\alpha\beta\rangle$ points at angle $\phi_1$ from $+z$ towards $-x$. The upper state in $|\beta\alpha\rangle$ points at angle $\pi-\phi_2$ from $+z$, also towards $-x$. Two spin-1/2 states whose directions differ by $\theta$ have an overlap of modulus $\cos(\theta/2)$. Here $\theta=\pi-\phi_1-\phi_2$, so the overlap is $\sin[(\phi_1+\phi_2)/2]$. The flip-flop element $K/2$ is multiplied by it, and

$$g=|K|\sin\frac{\phi_1+\phi_2}{2}\qquad(|K|\ll\nu_1,\nu_2).$$

The electron flip-flop can turn the nucleus because the nuclear axis changes with the electron state. For $A=0$ the nuclear direction turns by $\theta=\pi-2\phi_1$, which is nearly a full flip for $B\ll\nu_n$ but almost nothing for $B\gg\nu_n$. The saturated splitting $|K|$ therefore belongs to an electron flip-flop that leaves the nuclear direction almost unchanged. For $A=0$, $\sin\phi_1=\sin\phi_2=(B/2)/W$, which recovers the closed solution. For small $B$, replacing sine and tangent by their arguments recovers the second-order result including $A$.

A numerical check with $A=0.6$, $B=0.5$ and $K=0.02$, in units of $\nu_n$, gives 0.005267 both from diagonalization and from the tilted-axes formula. The simple expression $KB/(2\nu_n)$ gives 0.005000, about 5% below the diagonalized value.

## Motion at and near matching

For weak couplings, $|K|,B\ll\nu_n$, the states $|\alpha\beta,\uparrow\rangle$ and $|\beta\alpha,\downarrow\rangle$ form a nearly isolated pair. Near matching, with $\delta=\Delta-\Delta_0$, it is described by

$$h=\begin{pmatrix}\delta/2&V^*\\V&-\delta/2\end{pmatrix},\qquad h^2=\frac{\delta^2+g^2}{4}=\frac{\Omega^2}{4}.$$

Because $h^2$ is a number, the exponential series sums to

$$e^{-2\pi iht}=\cos(\pi\Omega t)-\frac{2ih}{\Omega}\sin(\pi\Omega t).$$

The squared off-diagonal element is the flip probability,

$$P(t)=\frac{g^2}{g^2+\delta^2}\sin^2\!\left(\pi t\sqrt{g^2+\delta^2}\right).$$

At $\delta=0$ the flip is complete at $t=1/(2g)$; at $|\delta|=g$ at most half the probability is transferred.

Net polarization needs unequal populations. For uncorrelated spins with polarizations $P_a,P_b,P_n$ (up minus down), the populations of states 1 and 4 are equal when

$$(1+P_a)(1-P_b)(1+P_n)=(1-P_a)(1+P_b)(1-P_n).$$

Expanding, the even terms cancel and $P_a-P_b+P_n-P_aP_bP_n=0$, so

$$P_n=\frac{P_b-P_a}{1-P_aP_b}.$$

At this value the triple flip transfers no net population. The coherent coupling alone only makes the populations oscillate. If the coherence between the two states decays, the electron polarizations are held fixed and other nuclear relaxation is negligible, the nucleus approaches this value. It is zero when $P_a=P_b$, so a difference of the electron polarizations is needed. How microwaves and relaxation maintain that difference, and how fast polarization accumulates, lies outside this Hamiltonian.

## A worked geometry

Take point-dipole electrons 1.2 nm apart, their axis at 75° to a field of 9.4 T, with $J=0$. This is a model choice: in real biradicals at such distances the exchange can be comparable with $d$ and changes $K$ directly. $\Delta$ is treated as a free parameter. Put electron $a$ at the origin and $z$ along the field, with electron $b$ at polar angle 75° and azimuth 0°. A proton lies 0.4 nm from electron $a$, at polar angle 45° and azimuth 120°. The dipolar tensors give $d=24.064$ MHz, hence

$$K=0-\frac{24.064}{2}=-12.032\ \text{MHz}.$$

The hyperfine differences, in MHz, are

$$B_x=-0.9265-0.0021=-0.9286,\qquad B_y=1.6048+0.0004=1.6052,$$

so $B=1.8545$ MHz. With $\nu_n=400.228$ MHz,

$$g=\frac{12.032\times1.8545}{2\times400.228}\ \text{MHz}=27.9\ \text{kHz}.$$

Here couplings of 12 and 1.9 MHz produce a triple-flip splitting of 28 kHz; couplings of 1 MHz each would give only about 1.2 kHz at this field. Diagonalizing the secular Hamiltonian gives 27.875 kHz, the same as the formula at the printed precision. The complex $V$ extracted from the eigenvectors also agrees, which tests its sign and phase. Restoring all nonsecular dipolar terms changes the splitting to 27.855 kHz, by 0.07% of the secular value; the relative change is the same at 4.7 and 18.8 T. It is this small only away from the magic angle: with the electron axis at 56° it is 1.6%, and at 54.7°, where $K=0$ and the secular splitting vanishes, the nonsecular terms leave 0.074 kHz.

Deleting one intermediate state at a time leaves 13.947 or 13.925 kHz, about half the full splitting in each case. The route through $|\alpha\beta,\downarrow\rangle$ is slightly stronger, as its smaller denominator $\nu_n-A/2$ predicts for $A=0.6517$ MHz. With equal hyperfine couplings $I_z$ is conserved within the space of $|\alpha\beta\rangle$ and $|\beta\alpha\rangle$, and the levels must cross. The printed residue of 0.003 kHz reflects the finite accuracy with which the search locates the crossing. With the nonsecular terms restored, equal hyperfine tensors leave a real gap of about 0.05 kHz.

The matching point is at $\Delta_0=400.048$ MHz, 0.180 MHz below $\nu_n$. This shift is small compared with $\nu_n$ but about 6.5 times the splitting. Setting $\Delta=\nu_n$ without correction would limit the flip probability to about $1/(1+6.5^2)=0.023$. At the true matching point the flip takes 17.94 μs and reaches probability 0.9996. This holds for the isolated three spins and needs electron coherence much longer than the flip time. If each electron dephases with $T_2$ = 1, 3 or 10 μs, the probability at that time is only 0.12, 0.28 or 0.54.

At fixed geometry, and with $\Delta$ matched anew, the splitting is 55.750 kHz at 4.7 T and 13.938 kHz at 18.8 T. Doubling the field halves the coupling, because the intermediate states lie twice as far away. The remaining values are in the numerical output below.

## Calculated quantities

```
field B0 = 9.4 T
electron-electron distance = 1.2 nm
electron-electron axis to field = 75 deg
proton distance from electron a = 0.4 nm
proton polar angle = 45 deg
proton azimuth = 120 deg
mean electron frequency = 263.43 GHz
proton frequency nu_n = 400.228 MHz
dipolar constant d = 24.064 MHz
exchange J = 0.0 MHz
flip-flop constant K = -12.032 MHz
electron a (Bx, By, A) = [-0.9265  1.6048  0.6177] MHz
electron b (Bx, By, A) = [ 0.0021 -0.0004 -0.034 ] MHz
difference A = 0.6517 MHz
difference Bplus = -0.9286+1.6052j MHz
modulus B = 1.8545 MHz
V, formula = -6.979+12.064j kHz
V, from eigenvectors = -6.979+12.064j kHz
|V|, formula = 13.938 kHz
splitting, formula = 27.875 kHz
splitting, secular diagonalization = 27.875 kHz
splitting, nonsecular terms kept = 27.855 kHz
matching Delta, sqrt(nu_n^2-K^2) = 400.047 MHz
matching Delta, secular diagonalization = 400.048 MHz
matching Delta, nonsecular terms kept = 400.048 MHz
splitting, path via alpha-beta down = 13.947 kHz
splitting, path via beta-alpha up = 13.925 kHz
splitting, equal hyperfine = 0.003 kHz
full flip time = 17.94 us
flip probability at that time = 0.9996
detuned by one splitting: time = 12.68 us
detuned flip probability = 0.5000
splitting at 4.7 T = 55.750 kHz
splitting at 9.4 T = 27.875 kHz
splitting at 18.8 T = 13.938 kHz
strong-hyperfine test, in units of nu_n:
  A = 0.6, B = 0.5, K = 0.02
  splitting, diagonalization = 0.005267
  splitting, tilted-axes formula = 0.005267
  splitting, simple K*B/2 = 0.005000
```
